**Two-band k·p conduction mass: numerical tests and worked example**

The program tests the relation $m_0/m^*=1+E_P/E_g$, where $m^*$ is the conduction-edge mass, $m_0$ the free-electron mass, $E_g$ the direct gap and $E_P=2|p|^2/m_0$ the energy formed from the interband momentum matrix element $p$. It diagonalizes a model of one s-like and three p-like states and asserts that the curvature and the dispersion agree with the derived formulas in randomly chosen directions. It also asserts the logarithmic slope $(1-m^*/m_0)(1-s)$ for $E_P\propto E_g^s$ with four values of $s$. The first-order nonparabolic correction to the effective density of states is compared with numerical integration at 300 K. A one-dimensional cosine crystal, solved in 16 plane waves, tests the mass formula with the remote bands included. At fixed lattice constant, the output shows the gap growing by a factor of 3.99, $E_P$ by 1.3 % and the mass by a factor of 3.38. A crystal with a shorter period shows the opposite trend: compared with the middle member of that series, its gap is 1.50 times as large and its $E_P$ 2.25 times as large, and its electron mass is 0.693 times as large.

## Program and output

```python
"""Two-band k.p conduction mass: m0/m = 1 + EP/Eg, with EP = 2 p^2/m0.

Eg: direct gap; p: momentum matrix element between the band edges;
m: conduction-edge mass; m0: free-electron mass.
If EP varies as Eg^s, then dln(m)/dln(Eg) = (1 - m/m0)(1 - s).
Tests: curvature of diagonalized k.p matrices, and a one-dimensional
crystal V = 2 U cos(G x) solved with many plane waves at the zone edge.
Energies are in eV and lengths in nm unless a name says otherwise.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad

HB2M = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18  # hbar^2/(2 m0), eV nm^2
TEMPERATURE = 300.0
KT = sc.k * TEMPERATURE / sc.e


def second_derivative(f, h):
    """Five-point second derivative at zero."""
    return (-f(2*h) + 16*f(h) - 30*f(0.0) + 16*f(-h) - f(-2*h)) / (12*h*h)


def conduction_energy(k, gap, ep, direction):
    """Highest level of one s-like and three p-like states."""
    p_si = np.sqrt(sc.m_e * ep * sc.e / 2)
    coupling = sc.hbar * k * 1e9 * p_si / sc.m_e / sc.e
    h = np.eye(4) * HB2M * k**2
    h[0, 0] += gap
    h[0, 1:] = coupling * direction
    h[1:, 0] = coupling * direction
    return np.linalg.eigvalsh(h)[-1]


def numerical_mass(gap, ep, direction=np.array([0.0, 0.0, 1.0])):
    curvature = second_derivative(
        lambda k: conduction_energy(k, gap, ep, direction), 0.02)
    return 2 * HB2M / curvature


def formula_mass(gap, ep):
    return gap / (gap + ep)


def closed_dispersion(k, gap, ep):
    t = HB2M * k**2
    return t + gap / 2 + np.sqrt(gap**2 / 4 + ep * t)


def density_parabolic(mass):
    """Effective density of states in cm^-3."""
    x = mass * sc.m_e * sc.k * TEMPERATURE / (2 * np.pi * sc.hbar**2)
    return 2 * x**1.5 * 1e-6


def density_full(gap, ep, mass):
    """Boltzmann sum over k with the nonparabolic band, in cm^-3."""
    k_max = np.sqrt(60 * KT * mass / HB2M)
    integral = quad(lambda k: k**2 * np.exp(
        -(closed_dispersion(k, gap, ep) - gap) / KT),
        0, k_max, epsabs=0, epsrel=1e-9, limit=200)[0]
    return integral / np.pi**2 * 1e21


EP = 20.0
GAPS = [1.5, 3.5, 6.0]
print(f"hbar^2/(2 m0) = {HB2M:.6f} eV nm^2")
print(f"Model EP = {EP:.1f} eV")
print(f"p/hbar = {np.sqrt(EP / (4 * HB2M)):.3f} nm^-1")
print(f"Temperature = {TEMPERATURE:.0f} K")
print(f"Thermal energy = {KT:.5f} eV")

rng = np.random.default_rng(4)
masses = []
for gap in GAPS:
    # Mass and dispersion must be the same in every direction.
    for _ in range(3):
        n = rng.normal(size=3)
        n /= np.linalg.norm(n)
        assert abs(numerical_mass(gap, EP, n)
                   / formula_mass(gap, EP) - 1) < 1e-6
        for k in (0.3, 1.0, 2.0):
            assert abs(conduction_energy(k, gap, EP, n)
                       - closed_dispersion(k, gap, EP)) < 1e-9
    mass = numerical_mass(gap, EP)
    masses.append(mass)

    # Slope of the numerical mass when EP varies as Eg^s.
    step = 0.01
    slopes = {}
    for s in (0.0, 0.5, 1.0, 1.5):
        up = numerical_mass(gap * np.exp(step), EP * np.exp(s * step))
        down = numerical_mass(gap * np.exp(-step), EP * np.exp(-s * step))
        slopes[s] = np.log(up / down) / (2 * step)
        assert abs(slopes[s] - (1 - mass) * (1 - s)) < 1e-4

    nc = density_parabolic(mass)
    ratio = density_full(gap, EP, mass) / nc
    estimate = 1 + 15 / 4 * (1 - mass)**2 * KT / gap
    assert abs(ratio - estimate) < 0.003
    print(f"Gap {gap:.1f} eV: m/m0 = {mass:.4f}, m0/m = {1/mass:.3f}")
    print(f"  log slope at fixed EP = {slopes[0.0]:.3f}")
    print(f"  log slope for s = 1.5: {slopes[1.5]:.3f}")
    print(f"  parabolic Nc = {nc:.3e} cm^-3")
    print(f"  full Nc / parabolic Nc = {ratio:.4f}")
    print(f"  first-order estimate of that ratio = {estimate:.4f}")
assert masses[0] < masses[1] < masses[2]
print(f"Mass ratio, largest to smallest gap = {masses[2]/masses[0]:.3f}")
nc_ratio = density_parabolic(masses[2]) / density_parabolic(masses[0])
print(f"Nc ratio, largest to smallest gap = {nc_ratio:.3f}")


def cosine_crystal(lattice, u):
    """Zone-edge data for V = 2 u cos(2 pi x/lattice), all bands kept."""
    e0 = HB2M * (np.pi / lattice)**2
    odd = 2 * np.arange(-8, 8) + 1.0  # momenta in units of hbar G/2
    size = len(odd)
    potential = u * (np.eye(size, k=1) + np.eye(size, k=-1))

    def matrix(q):
        return np.diag(e0 * (odd + q)**2) + potential

    levels, states = np.linalg.eigh(matrix(0.0))
    gap = levels[1] - levels[0]
    momentum = states.T @ (odd * states[:, 1])
    assert abs(momentum[1]) < 1e-10  # the edge is an extremum
    ep = 4 * e0 * momentum[0]**2
    remote = 4 * e0 * sum(momentum[j]**2 / (levels[1] - levels[j])
                          for j in range(2, size))
    curvature = second_derivative(
        lambda q: np.linalg.eigvalsh(matrix(q))[1], 1e-3)
    inverse_mass = curvature / (2 * e0)
    assert abs((1 + ep / gap + remote) / inverse_mass - 1) < 1e-6
    return e0, gap, ep, remote, 1 / inverse_mass


def report(lattice, u):
    e0, gap, ep, remote, mass = cosine_crystal(lattice, u)
    two_band = formula_mass(gap, ep)
    assert abs(two_band / mass - 1) < 0.01
    print(f"Crystal a = {lattice:.1f} nm, U = {u:.1f} eV:")
    print(f"  4 E0 = {4*e0:.3f} eV, EP = {ep:.3f} eV")
    print(f"  gap = {gap:.4f} eV, remote term C = {remote:.5f}")
    print(f"  m/m0: all bands {mass:.5f}, two bands {two_band:.5f}")
    return gap, ep, mass


series = [report(0.3, u) for u in (0.5, 1.0, 2.0)]
gaps, eps, crystal_masses = map(np.array, zip(*series))
ep_spread = eps.max() / eps.min() - 1
assert ep_spread < 0.03
assert np.all(np.diff(gaps) > 0) and np.all(np.diff(crystal_masses) > 0)
print(f"EP spread in the a = 0.3 nm series = {100*ep_spread:.2f} %")
print(f"Gap ratio over the series = {gaps[-1]/gaps[0]:.3f}")
print(f"Mass ratio over the series = "
      f"{crystal_masses[-1]/crystal_masses[0]:.3f}")

# A larger gap with a strongly increased EP must give a lighter electron.
other_gap, other_ep, other_mass = report(0.2, 1.5)
assert other_gap > gaps[1] and other_mass < crystal_masses[1]
print("Counterexample relative to a = 0.3 nm, U = 1.0 eV:")
print(f"  gap ratio = {other_gap/gaps[1]:.3f}")
print(f"  EP ratio = {other_ep/eps[1]:.3f}")
print(f"  mass ratio = {other_mass/crystal_masses[1]:.3f}")
print("ALL CHECKS PASSED")
```

Output:

```
hbar^2/(2 m0) = 0.038100 eV nm^2
Model EP = 20.0 eV
p/hbar = 11.456 nm^-1
Temperature = 300 K
Thermal energy = 0.02585 eV
Gap 1.5 eV: m/m0 = 0.0698, m0/m = 14.333
  log slope at fixed EP = 0.930
  log slope for s = 1.5: -0.465
  parabolic Nc = 4.624e+17 cm^-3
  full Nc / parabolic Nc = 1.0562
  first-order estimate of that ratio = 1.0559
Gap 3.5 eV: m/m0 = 0.1489, m0/m = 6.714
  log slope at fixed EP = 0.851
  log slope for s = 1.5: -0.426
  parabolic Nc = 1.442e+18 cm^-3
  full Nc / parabolic Nc = 1.0200
  first-order estimate of that ratio = 1.0201
Gap 6.0 eV: m/m0 = 0.2308, m0/m = 4.333
  log slope at fixed EP = 0.769
  log slope for s = 1.5: -0.385
  parabolic Nc = 2.782e+18 cm^-3
  full Nc / parabolic Nc = 1.0095
  first-order estimate of that ratio = 1.0096
Mass ratio, largest to smallest gap = 3.308
Nc ratio, largest to smallest gap = 6.016
Crystal a = 0.3 nm, U = 0.5 eV:
  4 E0 = 16.712 eV, EP = 16.727 eV
  gap = 0.9998 eV, remote term C = -0.00048
  m/m0: all bands 0.05640, two bands 0.05640
Crystal a = 0.3 nm, U = 1.0 eV:
  4 E0 = 16.712 eV, EP = 16.772 eV
  gap = 1.9982 eV, remote term C = -0.00207
  m/m0: all bands 0.10648, two bands 0.10646
Crystal a = 0.3 nm, U = 2.0 eV:
  4 E0 = 16.712 eV, EP = 16.951 eV
  gap = 3.9857 eV, remote term C = -0.00945
  m/m0: all bands 0.19072, two bands 0.19037
EP spread in the a = 0.3 nm series = 1.34 %
Gap ratio over the series = 3.987
Mass ratio over the series = 3.382
Crystal a = 0.2 nm, U = 1.5 eV:
  4 E0 = 37.603 eV, EP = 37.663 eV
  gap = 2.9988 eV, remote term C = -0.00088
  m/m0: all bands 0.07376, two bands 0.07375
Counterexample relative to a = 0.3 nm, U = 1.0 eV:
  gap ratio = 1.501
  EP ratio = 2.246
  mass ratio = 0.693
ALL CHECKS PASSED
```
